# Saddle Points of Potential in Charge-Free Two-Dimensional Transistor Channels, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong without it

Below threshold, the current of a short transistor is controlled by a barrier between source and drain. Along the channel the electrostatic potential $\phi$ falls from the source to a minimum and then rises towards the drain. Electrons have potential energy $-q\phi$, so the minimum of $\phi$ is the top of their barrier.

Suppose we describe this barrier by a potential that depends on the position $x$ along the channel alone. Poisson's equation would then read

$$
\frac{d^2\phi}{dx^2}=-\frac{\rho}{\varepsilon},
$$

where $\rho$ is the charge density and $\varepsilon$ the permittivity. At a minimum with positive second derivative, $\rho$ would have to be negative. For the silicon film worked out in the second half, the second derivative is $0.0069\ \mathrm{V/nm^2}$, and this equation would demand $4.5\times10^{18}$ electrons per cubic centimetre at the barrier. The density estimated there is at most of order $4.7\times10^{13}\ \mathrm{cm^{-3}}$, smaller by a factor of about $10^5$.

The missing term is the curvature across the film. With almost no charge present, the upward curvature along the channel must be balanced by a downward curvature across it. The point that looks like a minimum to someone walking from source to drain is a maximum to someone walking from gate to gate.

## 2. Setting and conventions

Let $x$ run along the film from source to drain, $y$ across the film, and $z$ along the width of the transistor. The potential is static and does not depend on $z$. The electric field is $\mathbf E=-\nabla\phi$. "Curvature" means a second derivative of $\phi$, and subscripts denote partial derivatives, as in $\phi_{xy}=\partial^2\phi/\partial x\,\partial y$.

Let $P$ be a point inside the film. We assume that in some neighbourhood of $P$

- the net charge density is zero;
- the permittivity $\varepsilon$ is uniform and isotropic.

Silicon satisfies the second condition away from its surfaces, since a cubic crystal has a scalar permittivity. Nothing is assumed about charges and materials elsewhere. They determine what $\phi$ is near $P$, but they do not enter the argument.

A stationary point is one where $\phi_x=\phi_y=0$. It is nondegenerate if the determinant of the matrix of second derivatives (the Hessian) is not zero there.

**Statement.** A nondegenerate stationary point $P$ is a saddle. There are two perpendicular directions, the principal directions, along which the curvatures are $+\kappa$ and $-\kappa$ with $\kappa>0$. The curvatures along and across the film also satisfy $\phi_{xx}=-\phi_{yy}$. They equal $\pm\kappa$ when $\phi_{xy}=0$, which is guaranteed on the midplane of a symmetric double-gate film.

The last condition is needed. If the saddle is tilted with respect to the film, the curvatures along and across remain equal and opposite, but they are smaller than $\kappa$ and may both vanish.

## 3. From Gauss's law to Laplace's equation

Take a small rectangle with sides $\Delta x$ and $\Delta y$ and unit width in $z$. The outward flux of $\mathbf D=\varepsilon\mathbf E$ through the two faces perpendicular to $x$ is, to leading order in the size,

$$
\left[D_x(x+\Delta x)-D_x(x)\right]\Delta y=\frac{\partial D_x}{\partial x}\,\Delta x\,\Delta y .
$$

The faces perpendicular to $y$ contribute $(\partial D_y/\partial y)\,\Delta x\,\Delta y$. The faces perpendicular to $z$ contribute nothing, because $E_z=-\partial\phi/\partial z=0$. Gauss's law equates the total flux to the enclosed charge $\rho\,\Delta x\,\Delta y$. Dividing by the area,

$$
\frac{\partial D_x}{\partial x}+\frac{\partial D_y}{\partial y}=\rho .
$$

Now $D_x=-\varepsilon\phi_x$ and $D_y=-\varepsilon\phi_y$. Since $\varepsilon$ is uniform it passes through the derivatives:

$$
\phi_{xx}+\phi_{yy}=-\frac{\rho}{\varepsilon}. \tag{1}
$$

With $\rho=0$ near $P$ this becomes Laplace's equation,

$$
\phi_{xx}+\phi_{yy}=0. \tag{2}
$$

Equation (2) holds throughout the charge-free neighbourhood, at stationary points and elsewhere. Solutions of Laplace's equation have derivatives of every order inside the region where it holds, so the Taylor expansion used next is allowed.

## 4. Proof of the saddle

Put the origin at $P$ and write

$$
a=\phi_{xx}(P),\qquad b=\phi_{xy}(P).
$$

Equation (2) gives $\phi_{yy}(P)=-a$. The Hessian and its determinant are

$$
H=\begin{pmatrix}a&b\\ b&-a\end{pmatrix},\qquad \det H=a(-a)-b^2=-(a^2+b^2). \tag{3}
$$

The determinant is never positive. Nondegeneracy means that it is not zero, so

$$
\kappa=\sqrt{a^2+b^2}>0. \tag{4}
$$

At a stationary point the linear terms of the Taylor series vanish, and

$$
\phi-\phi_P=\tfrac12\left(a x^2+2bxy-a y^2\right)+R, \tag{5}
$$

where $|R|\le C r^3$ for some constant $C$ when $r=\sqrt{x^2+y^2}$ is small enough.

We now rotate the axes so that the product $xy$ disappears. Let

$$
u=x\cos\theta+y\sin\theta,\qquad v=-x\sin\theta+y\cos\theta .
$$

Squaring and subtracting,

$$
\begin{aligned}
u^2-v^2&=x^2(\cos^2\theta-\sin^2\theta)+4xy\sin\theta\cos\theta+y^2(\sin^2\theta-\cos^2\theta)\\
&=(x^2-y^2)\cos2\theta+2xy\sin2\theta .
\end{aligned}
$$

Because $(a/\kappa)^2+(b/\kappa)^2=1$, there is an angle $\theta$ for which

$$
a=\kappa\cos2\theta,\qquad b=\kappa\sin2\theta. \tag{6}
$$

With this choice the bracket in (5) equals $\kappa(u^2-v^2)$, so that

$$
\phi-\phi_P=\tfrac12\kappa\,(u^2-v^2)+R. \tag{7}
$$

The curvatures along $u$ and $v$ are $+\kappa$ and $-\kappa$. It remains to see that the remainder cannot spoil the conclusion. On the line $v=0$,

$$
\phi-\phi_P\ \ge\ \tfrac12\kappa u^2-C|u|^3=u^2\left(\tfrac12\kappa-C|u|\right),
$$

which is positive when $0<|u|<\kappa/(2C)$ and $|u|$ is also small enough for the bound on $R$ to hold. We take $C>0$, which is always possible. On the line $u=0$ the same reasoning gives

$$
\phi-\phi_P\le -v^2\left(\tfrac12\kappa-C|v|\right)<0
$$

when $0<|v|<\kappa/(2C)$ and $|v|$ is small enough in the same sense. Arbitrarily close to $P$ there are therefore points of higher and of lower potential. $P$ is neither a maximum nor a minimum but a saddle, which completes the proof.

For an electron the signs are reversed: its energy $-q\phi$ has curvature $-q\kappa$ along $u$ and $+q\kappa$ along $v$. The electron sees a mountain pass, with the crossing direction along $u$ and the walls of the pass along $v$.

## 5. Along and across the film

Equation (6) relates the film axes to the principal axes:

$$
\phi_{xx}=\kappa\cos2\theta,\qquad \phi_{yy}=-\kappa\cos2\theta,\qquad \phi_{xy}=\kappa\sin2\theta. \tag{8}
$$

Here $\theta$ is the angle from the $x$ axis to the direction in which the potential rises. There are two special cases.

When $\theta=0$ the potential rises along the film and falls across it, with the full curvatures $\pm\kappa$. When $\theta=45^\circ$, $\phi_{xx}$ and $\phi_{yy}$ are both zero although the saddle is as strong as before. The potential is then $\phi_P+\kappa xy$ to second order. Someone who measured it only along the two film axes would see no curvature at all.

A numerical case shows an intermediate tilt. Three long line charges parallel to $z$ are placed at $(0,0)$, $(3,1)$ and $(1,2.5)$ nm. Their potentials are $-V_i\ln r_i$, with $r_i$ the distance to the line in nm and $V_i=0.10$, $0.20$ and $0.15$ V. The space between the lines is charge-free. At one of the stationary points of the summed potential, finite differences give principal curvatures of $\pm0.196\ \mathrm{V/nm^2}$ and a tilt $\theta=-38.15^\circ$. Equation (8) then predicts

$$
\phi_{xx}=0.196\times\cos(-76.3^\circ)=0.196\times0.2368=0.0464\ \mathrm{V/nm^2},
$$

and the directly computed values are $\phi_{xx}=0.0464$ and $\phi_{yy}=-0.0464\ \mathrm{V/nm^2}$. Laplace's equation was not imposed in this calculation; the potential was summed from the individual charges.

**Why symmetry removes the tilt.** Let the film have identical gates and oxides on both sides, and ends that are also symmetric about the midplane $y=0$. Then $\phi(x,y)=\phi(x,-y)$. Differentiating with respect to $y$ gives $\phi_y(x,y)=-\phi_y(x,-y)$, and at $y=0$

$$
\phi_y(x,0)=0\quad\text{for every }x .
$$

Differentiating this along the midplane gives $\phi_{xy}(x,0)=0$. Two things follow. A point of the midplane is stationary as soon as $\phi_x=0$ there, and its principal axes are the film axes.

With a gate on one side only, the barrier may lie at the oxide surface. The potential can have a minimum along the surface while $\phi_y\neq0$, and such a point is not stationary in two dimensions. The theorem does not classify it. The relation $\phi_{xx}=-\phi_{yy}$ still holds in the charge-free silicon just below the surface, because it needs only equation (2).

## 6. Degenerate points

If $\det H=0$, equation (3) forces $a=b=0$, so all second derivatives vanish together. An example is

$$
\phi=A(x^3-3xy^2),\qquad \phi_{xx}=6Ax,\qquad \phi_{yy}=-6Ax,
$$

with $A$ a constant. It satisfies Laplace's equation and has a stationary point at the origin with zero curvature in every direction. The quadratic terms cannot classify it.

A strict maximum or minimum is still impossible. Let $M(r)$ be the average of $\phi$ over a circle of radius $r$ about $P$, with $\alpha$ the angle around the circle. Then

$$
\frac{dM}{dr}=\frac1{2\pi}\int_0^{2\pi}\frac{\partial\phi}{\partial r}\,d\alpha
=\frac{1}{2\pi r}\oint\frac{\partial\phi}{\partial r}\,ds
=\frac1{2\pi r}\iint(\phi_{xx}+\phi_{yy})\,dx\,dy=0 .
$$

The second step uses $ds=r\,d\alpha$, the third is the divergence theorem, and the last is equation (2). Hence $M(r)$ equals its limit as $r\to0$, which is $\phi_P$. If $\phi$ were larger than $\phi_P$ all around the circle, its average would be larger too, and similarly for smaller.

## 7. What changes in three dimensions

If the potential varies along the width, Gauss's law gives $\phi_{xx}+\phi_{yy}+\phi_{zz}=0$, and two of the curvatures need no longer cancel. Compare the midpoint between two equal charges at $x=\pm d$ for two kinds of charge.

For line charges each potential is proportional to $f(r)=-\ln r$. At distance $d$ the curvature along the joining line is $f''(d)=1/d^2$. Perpendicular to it, a small step $y$ changes the distance by $y^2/(2d)$, so the potential changes by $f'(d)\,y^2/(2d)$ and the curvature is $f'(d)/d=-1/d^2$. The ratio is $-1$, as the theorem requires.

For point charges $f(r)=1/r$. The curvatures are $f''(d)=2/d^3$ along the line and $f'(d)/d=-1/d^3$ in each of the two perpendicular directions. The ratio in any plane through the charges is $-2$. The same thing happens in a nanowire surrounded by its gate: two transverse curvatures share the task of balancing the one along the channel.

## 8. How much charge is too much

With charge at $P$, equation (1) replaces (2). For electrons $\rho=-qn$, with $n$ their density, and

$$
\phi_{xx}+\phi_{yy}=\frac{qn}{\varepsilon}. \tag{9}
$$

Consider a stationary point on the midplane of a symmetric film, with $\phi_{xx}>0$. The curvature across is $\phi_{yy}=qn/\varepsilon-\phi_{xx}$. It remains negative, and the point remains a saddle, as long as

$$
n<n_*=\frac{\varepsilon\,\phi_{xx}}{q}. \tag{10}
$$

The curvatures are nearly equal and opposite only if $n\ll n_*$; their sum, relative to $\phi_{xx}$, is $n/n_*$. Ionized acceptors are negative as well and enter in the same way. If the density exceeds $n_*$, the curvature across becomes positive, and the centre of the film then has a lower potential than its surroundings in both directions. Charge-free thus means that the density is small compared with $n_*$, a quantity set by the saddle itself.

# Second half: the barrier of a double-gate film

## 9. Symbols and results carried over

The coordinates are $x$ along the film and $y$ across it, with $y=0$ on the midplane. The potential is $\phi$, an electron has energy $-q\phi$, and subscripts denote derivatives. In charge-free silicon $\phi_{xx}+\phi_{yy}=0$. At a stationary point on the midplane of a symmetric film, $\phi_{xx}=\kappa$ and $\phi_{yy}=-\kappa$ when the potential rises along the film. A density $n$ of electrons or ionized acceptors is negligible there if $n\ll n_*=\varepsilon\kappa/q$.

The theorem does not say where the saddle lies or how large $\kappa$ is. For that we need a device.

## 10. The model

A silicon film of thickness $t=6$ nm lies between two identical gates, each behind an oxide of thickness $t_{\rm ox}=1.5$ nm. The channel length is $L=20$ nm. The relative permittivities are $11.7$ for silicon and $3.9$ for the oxide; only their ratio matters for the potential. These are rough typical values.

The source end $x=0$ is held at $\phi_S=0$ and the drain end $x=L$ at $\phi_D=0.4$ V, uniformly across the film. The effective gate potential, which is the gate voltage corrected for the work-function difference, is $\phi_G=-0.45$ V on the same scale. The film is treated as charge-free throughout.

Each oxide is treated as a plane capacitor. At the upper surface $y=t/2$ the normal component of $\mathbf D$ is continuous if there is no charge at the interface. In the silicon it is $-\varepsilon_{\rm si}\phi_y$. In the oxide, where the potential goes linearly from the surface value $\phi$ to $\phi_G$, it is $-\varepsilon_{\rm ox}(\phi_G-\phi)/t_{\rm ox}$. Equating them and writing $\psi=\phi-\phi_G$,

$$
\psi_y=-g\,\psi\quad\text{at }y=\tfrac t2,\qquad g=\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm si}t_{\rm ox}}=\frac{3.9}{11.7\times1.5\ \mathrm{nm}}=0.222\ \mathrm{nm^{-1}}. \tag{11}
$$

By symmetry $\psi_y=+g\psi$ at $y=-t/2$.

## 11. Solution in modes

Try $\psi=X(x)Y(y)$ in Laplace's equation. Dividing $X''Y+XY''=0$ by $XY$ gives $X''/X=-Y''/Y$. The left side depends only on $x$ and the right side only on $y$, so both equal a constant, which we call $k^2$. The symmetric solution across the film is $Y=\cos ky$. Condition (11) requires $-k\sin(kt/2)=-g\cos(kt/2)$, or

$$
k\tan\frac{kt}{2}=g. \tag{12}
$$

This has an infinite sequence of positive roots $k_1<k_2<\dots$. The lowest is $k_1=0.2453\ \mathrm{nm^{-1}}$, which corresponds to a decay length $1/k_1=4.08$ nm.

The modes $Y_n=\cos k_ny$ are orthogonal. To see this, use $Y_n''=-k_n^2Y_n$ and integrate by parts:

$$
(k_n^2-k_m^2)\int_{-t/2}^{t/2}Y_mY_n\,dy=\int_{-t/2}^{t/2}(Y_m''Y_n-Y_mY_n'')\,dy=\Big[Y_m'Y_n-Y_mY_n'\Big]_{-t/2}^{t/2}=0 .
$$

The bracket vanishes because both modes obey $Y'=-gY$ at the top and $Y'=+gY$ at the bottom.

At the ends $\psi$ does not depend on $y$, so we need the expansion $1=\sum_nc_n\cos k_ny$. That the modes suffice for this is the completeness theorem for such boundary-value problems. Multiplying by one mode and integrating leaves a single term, which gives

$$
c_n=\frac{\int\cos k_ny\,dy}{\int\cos^2k_ny\,dy}=\frac{(2/k_n)\sin(k_nt/2)}{t/2+\sin(k_nt)/(2k_n)} . \tag{13}
$$

The denominator follows from $\cos^2k_ny=\tfrac12(1+\cos2k_ny)$. For the lowest mode $c_1=1.088$.

Along the film, $X''=k_n^2X$. The solution with the required values at both ends is

$$
\psi=\sum_nc_n\cos k_ny\;\frac{(\phi_S-\phi_G)\sinh k_n(L-x)+(\phi_D-\phi_G)\sinh k_nx}{\sinh k_nL}. \tag{14}
$$

At $x=0$ the fraction is $\phi_S-\phi_G$ and at $x=L$ it is $\phi_D-\phi_G$, as it should be.

We have shown that, where there is no charge and the permittivity is uniform, a nondegenerate stationary point of a two-dimensional potential is a saddle with equal and opposite principal curvatures, and we have solved for the potential of a double-gate film as a series of modes. It remains to find from that series where the saddle lies and how large $\kappa$ is, and to examine how far the model's assumptions hold.
